# Hyperbolic-band nanocrystal gap and its crossover between confinement laws

## What the parabolic formula gets wrong

Take a lead sulfide nanocrystal of radius 2.5 nm, with a bulk gap of 0.40 eV and an effective mass of 0.09 free-electron masses for each carrier. Adding the parabolic confinement energy $\hbar^2\pi^2/(m^*R^2)$ to the bulk gap gives 1.74 eV. The two-band model that has the same gap and the same band-edge mass gives 1.11 eV. The parabolic formula carries the band-edge curvature to energies where the bands are no longer parabolic. A size inferred from an optical gap, or a gap extrapolated as $1/R^2$ from large crystals, inherits this error.

The replacement is

$$E(R)=\sqrt{E_g^2+\frac{2\hbar^2E_g}{m^*}\left(\frac{\pi}{R}\right)^2}. \tag{1}$$

Here $E_g$ is the bulk gap, $R$ the radius and $m^*$ the band-edge mass of each carrier, taken equal for electron and hole. The reduced mass of the pair is therefore $m^*/2$; putting it in place of $m^*$ in (1) would double the confinement term. $E(R)$ is a single-particle gap, without electron-hole attraction.

## Bulk bands and the mass

Put the energy zero at midgap and write $\Delta=E_g/2$. The isotropic two-band Hamiltonian, with two spin states per band, is

$$H=\begin{pmatrix}\Delta&\hbar v\,\boldsymbol\sigma\cdot\mathbf k\\ \hbar v\,\boldsymbol\sigma\cdot\mathbf k&-\Delta\end{pmatrix}. \tag{2}$$

The velocity $v$ measures the coupling between the bands, and $\boldsymbol\sigma$ are the Pauli matrices. Different Pauli matrices anticommute and each squares to one, so $(\boldsymbol\sigma\cdot\mathbf k)^2=k^2$. In $H^2$ the off-diagonal blocks are $\Delta\hbar v\,\boldsymbol\sigma\cdot\mathbf k-\hbar v\,\boldsymbol\sigma\cdot\mathbf k\,\Delta=0$, which leaves

$$H^2=\Delta^2+\hbar^2v^2k^2,\qquad \varepsilon_\pm=\pm\sqrt{\Delta^2+\hbar^2v^2k^2}. \tag{3}$$

Both signs occur because $H$ has zero trace. The bands are hyperbolas and depend on the length of $\mathbf k$ alone.

The velocity is fixed by the band-edge mass. For $\hbar vk\ll\Delta$,

$$\varepsilon_+\simeq\Delta+\frac{\hbar^2v^2k^2}{2\Delta}=\frac{E_g}{2}+\frac{\hbar^2v^2k^2}{E_g}.$$

Equating the last term to $\hbar^2k^2/(2m^*)$ gives

$$v^2=\frac{E_g}{2m^*}. \tag{4}$$

## Where the wavevector $\pi/R$ comes from

In the crystal $\mathbf k$ becomes $-i\nabla$. Let $\varphi$ be the conduction component and $\chi$ the valence component, each a two-component spinor. The eigenvalue equations are

$$(\varepsilon-\Delta)\varphi=\hbar v\,\boldsymbol\sigma\cdot\mathbf k\,\chi,\qquad
(\varepsilon+\Delta)\chi=\hbar v\,\boldsymbol\sigma\cdot\mathbf k\,\varphi. \tag{5}$$

For an electron level, $\varepsilon+\Delta$ is positive, so the second equation can be solved for $\chi$. Inserting it in the first gives

$$-\nabla^2\varphi=k^2\varphi,\qquad \hbar^2v^2k^2=\varepsilon^2-\Delta^2. \tag{6}$$

The spherically symmetric solution that is finite at the centre is $\varphi=j_0(kr)\,\eta$, with $j_0(x)=\sin x/x$ and $\eta$ a constant spinor. If $\varphi$ vanishes at $r=R$, the lowest solution has $kR=\pi$.

The other component does not vanish there. Since $j_0'(x)=-j_1(x)$, with $j_1(x)=\sin x/x^2-\cos x/x$, equation (5) gives

$$\chi=i\,\frac{\hbar vk}{\varepsilon+\Delta}\,j_1(kr)\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\eta, \tag{7}$$

and $j_1(\pi)=1/\pi$. The condition still confines the electron: the radial current is $v(\varphi^\dagger\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi+\text{c.c.})$, which is zero where $\varphi$ is zero.

For the hole the roles are exchanged. The valence component dominates, and setting $\chi(R)=0$ gives $k=\pi/R$ and $\varepsilon=-\sqrt{\Delta^2+\hbar^2v^2\pi^2/R^2}$. Formula (1) thus uses two boundary conditions, one per carrier. With either condition imposed alone on all states, its two levels are not the two edges of the gap.

This matters in an implementation. Suppose $\varphi(R)=0$ is imposed on all states. A uniform $\chi$ with $\varphi=0$ then satisfies (5) at $\varepsilon=-\Delta$. Any valence state with nonzero $\varphi$ obeys (6) with $k^2>0$ and lies below $-\Delta$. The top valence level therefore stays at the bulk edge, and the gap of the 2.5 nm crystal becomes $1.109/2+0.40/2=0.75$ eV instead of 1.11 eV. A numerical solver with one hard wall on $\varphi$ will not reproduce (1).

## The gap and its two limits

With the two conditions accepted, the gap is the difference of the levels:

$$E(R)=2\sqrt{\Delta^2+\hbar^2v^2\frac{\pi^2}{R^2}}=\sqrt{E_g^2+4\hbar^2v^2\frac{\pi^2}{R^2}}.$$

Equation (4) turns $4\hbar^2v^2$ into $2\hbar^2E_g/m^*$, which is (1). The two terms under the root are equal at the crossover radius

$$R_c=\pi\hbar\sqrt{\frac{2}{m^*E_g}}=\frac{2\pi\hbar v}{E_g}. \tag{8}$$

With $s=R_c/R$, the gap and the confinement energy $C=E-E_g$ are

$$E=E_g\sqrt{1+s^2},\qquad C=E_g\left(\sqrt{1+s^2}-1\right). \tag{9}$$

For a large crystal, $s\ll1$, and $\sqrt{1+s^2}\simeq1+s^2/2-s^4/8$. Hence

$$C\simeq\frac{E_gs^2}{2}\left(1-\frac{s^2}{4}\right)=\frac{\hbar^2\pi^2}{m^*R^2}\left(1-\frac{R_c^2}{4R^2}\right). \tag{10}$$

The leading term is the parabolic result. For a small crystal, $s\gg1$, and $\sqrt{1+s^2}\simeq s+1/(2s)$, so

$$C\simeq\frac{2\pi\hbar v}{R}-E_g+\frac{E_gR}{2R_c}. \tag{11}$$

The leading term is now proportional to $1/R$, because each carrier has the linear dispersion $\hbar vk$. The constant $-E_g$ must be kept in practice: it is smaller than the leading term by a factor $R/R_c$ only. The leading asymptotes, $E_gs^2/2$ and $E_gs$, meet at $s=2$, or $R=R_c/2$. This is half the radius at which the terms under the root are equal, so a quoted crossover radius needs its definition.

The error of the parabolic formula has a closed form. Multiplying numerator and denominator by $\sqrt{1+s^2}+1$,

$$\frac{C_{\rm par}}{C}=\frac{s^2/2}{\sqrt{1+s^2}-1}=\frac{\sqrt{1+s^2}+1}{2}=\frac12\left(1+\frac{E}{E_g}\right). \tag{12}$$

Within this model, the parabolic confinement energy is at most 10% too large if $E\le1.2E_g$. That means $s^2\le0.44$, or $R\ge1.51R_c$.

## The local exponent

Define $p=-d\ln C/d\ln R$ at fixed $E_g$ and $m^*$. From $E^2=E_g^2(1+R_c^2/R^2)$,

$$2E\frac{dE}{dR}=-\frac{2E_g^2R_c^2}{R^3}=-\frac{2(E^2-E_g^2)}{R}.$$

Therefore $-R\,dE/dR=(E^2-E_g^2)/E$. Dividing by $C=E-E_g$ cancels one factor:

$$p=\frac{E+E_g}{E}=1+\frac{E_g}{E}=1+\frac{1}{\sqrt{1+s^2}}. \tag{13}$$

The exponent falls smoothly from 2 to 1. It is 1.71 at $R_c$ and 1.45 at $R_c/2$. The midpoint 3/2 needs $E=2E_g$, hence $s=\sqrt3$ and $R=R_c/\sqrt3$. In the small-crystal limit $p\simeq1+R/R_c$, so the approach to 1 is slow.

The exponent also measures band mixing. Multiply the first equation in (5) by $\varphi^\dagger$, the second by $\chi^\dagger$, and integrate over the sphere. The right-hand sides are complex conjugates of each other, because the surface term left by the integration by parts contains $\varphi(R)=0$. The left-hand sides are real, so

$$(\varepsilon-\Delta)\int|\varphi|^2=(\varepsilon+\Delta)\int|\chi|^2.$$

With the total norm equal to one, the valence weight $w$ of the electron state is

$$w=\frac{\varepsilon-\Delta}{2\varepsilon}=\frac12\left(1-\frac{E_g}{E}\right),\qquad p=2-2w. \tag{14}$$

A pure band-edge state has $w=0$ and confinement exponent 2. Equal mixing, $w=1/2$, gives exponent 1.

Equations (1), (13) and (14) were tested by diagonalising the radial form of (5) on a grid, with $\varphi(R)=0$, at $R/R_c=0.05$, 0.39, 1 and 20. Only the electron level was taken from this calculation; the gap is twice that level, because the hole has its own condition $\chi(R)=0$ and the opposite energy. The largest relative error in $C$ was $1.6\times10^{-5}$, and the exponents and weights agreed to within $10^{-3}$.

## Lead sulfide at 2.5 nm

With $\hbar^2/m_0=0.0762$ eV nm$^2$, where $m_0$ is the free-electron mass, and $\pi/R=1.2566$ nm$^{-1}$, the parabolic confinement energy is

$$\frac{0.0762\times1.2566^2}{0.09}=1.337\ \text{eV}.$$

Equation (1) then gives

$$E=\sqrt{0.40^2+2\times0.40\times1.337}=\sqrt{1.230}=1.109\ \text{eV}.$$

The corresponding photon wavelength is about 1.1 µm. The confinement energy is 0.709 eV, so the parabolic value is too large by the factor $1.337/0.709=1.89$, as (12) requires.

The coupling is $\hbar v=0.4115$ eV nm, a velocity of $6.25\times10^5$ m/s, and $R_c=6.46$ nm. At 2.5 nm, $s=2.59$. The leading linear term, 1.034 eV, is 7% below the full gap, but as an estimate of $C$ it is 46% too high. Subtracting $E_g$ gives 0.634 eV, which is 11% too low. The third term of (11) adds 0.077 eV and brings the estimate to 0.71 eV.

The local exponent is 1.36 and the valence weight of the electron state is 0.32. Over the radii listed in the numerical output, the exponent runs from 1.95 at 20 nm to 1.23 at 1.5 nm. For these parameters the inverse-radius law is approached but not reached, and a single power fitted over such a range would depend on the radii chosen. The 10% criterion for the parabolic formula gives $R\ge9.75$ nm.

Two further relations are useful for sizing. Inverting (9) gives $R=R_c/\sqrt{(E/E_g)^2-1}$. For a small spread of radius, $\delta E=-pC\,\delta R/R$. At 2.5 nm, $pC=0.96$ eV, so a 5% change of radius moves the gap by about 0.05 eV.

## A wall shared by electron and hole

A single Hamiltonian for both carriers follows if the half-gap is $\Delta$ inside the sphere and a larger value $W$ outside, with the same $v$. Write $\varphi=f(r)\eta$ and $\chi=ig(r)\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\eta$. The second equation in (5) becomes $g=-\hbar vf'/(\varepsilon+\Delta)$ inside, and the same with $W$ for $\Delta$ outside. The decaying outer solution is $f\propto e^{-qr}/r$ with $\hbar vq=\sqrt{W^2-\varepsilon^2}$. Because (5) is first order in derivatives, $f$ and $g$ are continuous, and their ratio at $R$ gives

$$\frac{\hbar vk}{\varepsilon+\Delta}\,\frac{j_1(kR)}{j_0(kR)}=\frac{\hbar v(q+1/R)}{\varepsilon+W}. \tag{15}$$

As $W\to\infty$, $\hbar vq\to W$ and the right-hand side tends to 1. This is the infinite-mass wall: $f=g$ at the surface.

The hole needs no separate calculation. If $(\varphi,\chi)$ solves (5) at energy $\varepsilon$, substitution shows that $(\chi,-\varphi)$ solves it at $-\varepsilon$, also when the half-gap depends on position. The gap is therefore $2\varepsilon$.

At zero bulk gap, $\varepsilon=\hbar vk$ and the infinite-wall condition is $j_1(x)=j_0(x)$ with $x=kR$, or $\tan x=x/(1-x)$. Its lowest root is $x=2.043$. The inverse-radius law survives, with a coefficient smaller than that of (1) by the factor $2.043/\pi=0.65$.

In a large crystal $\varepsilon\simeq\Delta$, and the prefactor $\hbar vk/(2\Delta)$ is small, so $j_0$ must be small too. Setting $x=\pi-\delta$, with $j_0\simeq\delta/\pi$ and $j_1\simeq1/\pi$, gives $\delta\simeq\pi\hbar v/(E_gR)=R_c/(2R)$. The inverse-square law and its coefficient are recovered, but with a relative correction $-2\delta/\pi=-R_c/(\pi R)$ in $k^2$. At 20 nm the computed root is 2.985, so $k^2$ is still 10% below $(\pi/R)^2$. Since $kR$ now varies with $R$, equation (13) does not apply to this wall.

At 2.5 nm the root is 2.449, and

$$E=2\sqrt{0.20^2+(0.4115\times2.449/2.5)^2}=0.90\ \text{eV}.$$

This is 0.21 eV, or 19%, below (1). A finite wall with $W=4$ eV lowers the gap by a further 0.013 eV. Equation (15) was tested for this wall and radius against diagonalisation with a position-dependent half-gap, for bulk gaps of 0 and 0.40 eV; the levels agreed to within 0.3%.

## Other neglected effects

Each shift below is relative to (1) at 2.5 nm and taken alone. The shifts are not a set of corrections to be summed, since they use different simplifications.

**Electron-hole attraction.** With only the dominant envelope, the radial density in $x=r/R$ is $\rho=2\sin^2\pi x$, and the charge within $x$ is $Q=x-\sin(2\pi x)/(2\pi)$. A shell interacts with the charge inside it as if that charge were at the centre. Counting the cases in which either carrier is the outer one gives

$$\delta E=-\frac{e^2}{4\pi\epsilon_0\epsilon_{\rm in}R}\;2\int_0^1\frac{\rho Q}{x}\,dx .$$

The integral with its factor 2 is 1.786. For a rough optical permittivity $\epsilon_{\rm in}=17$ the shift is $-0.06$ eV. With both components in the density the coefficient falls to 1.54 and the shift to $-0.05$ eV.

**Surface polarisation.** A unit charge at $r=a$ induces, for multipole $l$, an inner potential $A_lr^l$. In units where $R=1$ and $e/(4\pi\epsilon_0R)=1$, let the outer potential be $B_lr^{-l-1}$. Continuity of the potential and of the normal displacement reads

$$\frac{a^l}{\epsilon_{\rm in}}+A_l=B_l,\qquad -(l+1)a^l+\epsilon_{\rm in}lA_l=-\epsilon_{\rm out}(l+1)B_l,$$

so that

$$A_l=\frac{(\epsilon_{\rm in}-\epsilon_{\rm out})(l+1)}{\epsilon_{\rm in}[\epsilon_{\rm in}l+\epsilon_{\rm out}(l+1)]}\,a^l .$$

Each carrier has self-energy $A_la^l/2$. The $l=0$ terms cancel between two self-energies and the mutual term of opposite charges. For $l\ge1$ the mutual terms average to zero over the spherical densities, and the self-energies remain. With $\epsilon_{\rm out}=2$ and only the dominant envelope they add $+0.02$ eV. This value depends on the density vanishing at the surface. The smaller component does not vanish there, and when it is included the sum over $l$ grows logarithmically, because a point charge at a sharp dielectric step has a divergent self-energy. A cutoff of atomic size is then needed: stopping at $l=8$ gives about $+0.04$ eV, and at $l=80$ about $+0.06$ eV.

**Mass anisotropy.** Let the velocity along axis $i$ satisfy $v_i^2=E_g/(2m_i)$. Equation (6) becomes $-\sum_i\hbar^2v_i^2\partial_i^2\varphi=(\varepsilon^2-\Delta^2)\varphi$, whose lowest eigenvalue rises with every $v_i^2$. The gap therefore lies between those for the heaviest and the lightest mass used in all directions. Rough masses of 0.11 and 0.08 $m_0$ give 1.02 and 1.17 eV.

**Remote bands.** Add $\pm\hbar^2k^2/(2m_0)$ to the diagonal of (2), a term of illustrative size, and first keep $k=\pi/R$. With $T=\hbar^2k^2/m_0$, holding $m^*$ fixed requires a reduced coupling, $4\hbar^2v'^2k^2=2E_g(\hbar^2k^2/m^*-T)$. Then

$$E^2=(E_g+T)^2+4\hbar^2v'^2k^2=E_g^2+\frac{2E_g\hbar^2k^2}{m^*}+T^2 .$$

The terms linear in $T$ cancel. Here $T=0.12$ eV and the shift at fixed wavevector is only $+0.007$ eV. This is the change in the dispersion, not the whole effect on a confined crystal. The extended equations are of second order in both components, so a hard wall makes both $\varphi$ and $\chi$ vanish at $R$, and $k$ is no longer $\pi/R$. Solving them with that wall gives a gap of about 0.93 eV, a shift of $-0.17$ eV. The shift depends on the size of the term: at the same $m^*$, a term four times larger gives $-0.01$ eV and one six times larger gives $+0.14$ eV, so the shift changes sign and does not die away. As the term tends to zero, the gap tends not to (1) but to the 0.90 eV of the infinite-mass wall. Even small remote-band terms therefore matter through the surface condition they require.

**Temperature.** With a rough gap slope of 0.5 meV/K, cooling from 300 to 77 K lowers the bulk gap by 0.11 eV. At fixed $v$ the nanocrystal gap falls by only 0.035 eV, because $\partial E/\partial E_g=E_g/E$ is 0.36 at 300 K and drops to 0.27 at 77 K. At fixed $m^*$ the derivative would be $(E_g+\hbar^2k^2/m^*)/E=1.57$. Fixed $v$ is the appropriate choice if the interband coupling changes little with temperature; $m^*$ must then be recomputed from (4). The estimate changes the bulk gap only; thermal expansion and phonon shifts of the confined levels, which also act in a real nanocrystal, are not included.

## Use for real nanocrystals

Lead sulfide suits the model in two respects: its gap is small and direct, and its electron and hole masses are similar. Its band edges, however, lie at four equivalent points of the Brillouin zone. The model treats one of them and omits the coupling between them that a small crystal can introduce. The bulk gap used here is a rough room-temperature value, but the mass is closer to low-temperature values, for which the gap is about 0.3 eV. Carried to a gap of 0.40 eV at fixed $v$, equation (4) would raise the mass to about 0.12 $m_0$ and lower the result of (1) at 2.5 nm to roughly 1.0 eV. The numbers above therefore illustrate the model and are not predictions for lead sulfide. Real lead sulfide nanocrystals about 5 nm across have a first optical transition of roughly 1 eV. So rough a value is compatible with both the 0.90 eV of the infinite-mass wall and the 1.11 eV of (1), and does not establish the wavevector $\pi/R$. Real surfaces, with ligands and facets, satisfy neither idealised condition. In this example the surface condition produces the largest of the shifts estimated. Its effect on sizing is considerable: the 0.90 eV that the infinite-mass wall gives at 2.5 nm would be read by (1) as a radius of 3.2 nm, which is 28% too large. An absolute size obtained from (1) therefore needs a value of $kR$ calibrated for the surface in question, or an uncertainty that allows for such an error.

## Computed values

```
Bulk gap, rough PbS input: 0.40 eV
Band-edge mass, rough PbS input: 0.09 m0
Example radius: 2.50 nm
hbar^2/m0: 0.07620 eV nm^2
hbar v: 0.4115 eV nm
Band velocity v: 6.252e+05 m/s
Wavevector pi/R: 1.2566 1/nm
Crossover radius Rc: 6.464 nm
Asymptotes meet at Rc/2: 3.232 nm
Exponent 3/2 at Rc/sqrt(3): 3.732 nm
Exponent at Rc: 1.7071
Exponent at Rc/2: 1.4472
Hyperbolic gap: 1.1089 eV
Photon wavelength at that gap: 1118 nm
Confinement energy: 0.7089 eV
Parabolic-band gap: 1.7370 eV
Leading linear-band gap: 1.0342 eV
Local exponent: 1.3607
Small-component weight: 0.3196
Largest grid error in confinement energy: 1.6e-05 (relative)
Table: R (nm), gap (eV), parabolic gap (eV), linear gap (eV), exponent
    1.5   1.7695   4.1139   1.7237  1.2261
    2.5   1.1089   1.7370   1.0342  1.3607
    4.0   0.7601   0.9223   0.6464  1.5262
    6.0   0.5880   0.6321   0.4309  1.6803
   10.0   0.4763   0.4836   0.2586  1.8398
   20.0   0.4204   0.4209   0.1293  1.9515
Neglected effects at the example radius, each taken alone:
Infinite-mass wall, kR: 2.4486
Infinite-mass wall, kR at 20 nm: 2.9849
Infinite-mass wall, kR at zero bulk gap: 2.0428
Infinite-mass wall, gap: 0.8999 eV
Infinite-mass wall, shift: -0.2090 eV
Finite wall half-gap, input: 4.0 eV
Finite wall, shift from infinite wall: -0.0133 eV
Relative permittivity inside, outside: 17, 2
Direct-attraction coefficient: 1.7861
Direct-attraction shift: -0.0605 eV
Surface-polarization shift: +0.0232 eV
Transverse, longitudinal mass: 0.08, 0.11 m0
Gap with transverse mass only: 1.1676 eV
Gap with longitudinal mass only: 1.0174 eV
Remote-band energy hbar^2 k^2/m0: 0.1203 eV
Remote-band shift: +0.0065 eV
Bulk-gap temperature slope, input: 0.50 meV/K
Bulk gap at 77 K: 0.2885 eV
Cooling shift, 300 to 77 K: -0.0352 eV
```
